# Curie limiting groups, a poled ceramic, and silicon in a field

## Problem

(a) List the limiting groups of Curie, the infinite point groups that describe fields and textured media, and show that there are seven.

(b) A ceramic is poled along axis 3. Find which piezoelectric coefficients survive. Then calculate $d_{31}$, $d_{33}$ and $d_{15}$ from its grains, using this model: each grain is tetragonal (4mm) with $d_{31}=-100$, $d_{33}=300$, $d_{15}=500$ pC/N. After poling, the grain axes fill one hemisphere with density $3c^2$ in $c$, the cosine of the angle to axis 3.

(c) Silicon has point group $m\bar3m$. Find its symmetry in a uniform electric field along [001], [110] and [111].

## A tempting solution

Take (c) first. Silicon has an inversion centre, so its strain in a field $\mathbf E$ is the same as in $-\mathbf E$. The sense of the arrow seems not to matter, and the field can be represented by a line, whose symmetry is that of a plain cylinder, $\infty/mm$. The elements common to this cylinder and the cube are

$$[001]:\ 4/mmm,\qquad [110]:\ mmm,\qquad [111]:\ \bar3m .$$

All three contain inversion, so silicon in a field would not be piezoelectric.

The same reasoning applied to the ceramic is alarming. Before poling it is isotropic; poling by a "line" leaves $\infty/mm$, which also contains inversion. Then $d_{31}=d_{33}=d_{15}=0$, and poling achieves nothing.

## Where it fails

Curie's principle combines the symmetries of the *causes*: the crystal and the field. The tempting solution took the symmetry of one *effect*, the strain, and assigned it to the field. An electric field is an arrow. Inversion reverses it, and so does a mirror perpendicular to it. Its group is $\infty m$.

The principle says that operations common to all the causes are also present in the effect, provided the system does not break symmetry spontaneously. It gives a lower bound: an effect may be more symmetric than its causes, and the strain of silicon is such a case.

## (a) The seven groups

Let $G$ be an infinite group of rotations and improper rotations that also contains its limits. Infinitely many operations cannot all stay apart, so $G$ contains rotations through arbitrarily small angles $\varphi_n\to0$, about axes that can be chosen to approach some axis $\mathbf u$. For any angle $\theta$, repeat the $n$th rotation a whole number of times, as near as possible to $\theta/\varphi_n$. The limit is a rotation by $\theta$ about $\mathbf u$. Hence $G$ has an axis of continuous rotation.

**More than one such axis.** Let two of them make an angle $\gamma\le90^\circ$. Turning the first about the second produces axes at every angular distance from 0 to $2\gamma$ from the first. Turning these about the first fills a cap of radius $2\gamma$. Every new axis has its own such cap, so the caps cover the sphere and $G$ contains all rotations. If it also contains an improper operation $R$, it contains the rotation $-R$, and therefore inversion. This gives two groups, $\infty\infty$ and $\infty\infty m$.

**One such axis.** Each operation must map the axis to itself, $R\mathbf u=s\mathbf u$ with $s=\pm1$. Label it by $(\det R,s)$:

- $(+,+)$: rotations about the axis, all present;
- $(-,+)$: mirrors containing the axis;
- $(+,-)$: twofold axes perpendicular to it;
- $(-,-)$: the perpendicular mirror, inversion, and their products with rotations about the axis.

Two operations with the same label differ by a rotation about $\mathbf u$, so the set of labels fixes the group. Labels multiply, and any two of the last three give the third. The possible sets are therefore the first label alone, the first with one other (three ways), or all four: five groups.

| Group | Object with this symmetry |
|---|---|
| $\infty$ | rotating cone |
| $\infty m$ | arrow; electric field |
| $\infty/m$ | rotating cylinder; magnetic field |
| $\infty2$ | twisted cylinder |
| $\infty/mm$ | plain cylinder; uniaxial stress |
| $\infty\infty$ | sphere of one-handed liquid |
| $\infty\infty m$ | plain sphere |

These are spatial operations; time reversal enters at the end.

## (b) The poled ceramic

### Which coefficients survive

Grains with random orientations and no net handedness form a medium of symmetry $\infty\infty m$. The poling field has $\infty m$, and the intersection is $\infty m$.

Write $P_i=d_{ijk}T_{jk}$ for the polarization caused by stress, summing over repeated indices, with $d_{ijk}=d_{ikj}$. The mirror $x\to-x$ multiplies a component by $-1$ for each index $x$, so the number of $x$ indices must be even. The mirror $y\to-y$ requires the same for $y$. What remains is

$$d_{zzz},\quad d_{zxx},\quad d_{zyy},\quad d_{xxz},\quad d_{yyz}.$$

A quarter turn about $z$ exchanges the roles of $x$ and $y$, so $d_{zxx}=d_{zyy}$ and $d_{xxz}=d_{yyz}$.

In matrix notation, $P_1=d_{113}T_{13}+d_{131}T_{31}=2d_{113}T_5$, so $d_{15}=2d_{113}$. The matrix is

$$d=\begin{pmatrix}0&0&0&0&d_{15}&0\\0&0&0&d_{15}&0&0\\d_{31}&d_{31}&d_{33}&0&0&0\end{pmatrix}.$$

Rotations through other angles might still impose a relation. They do not, because the same tensor can be built from the axis $\mathbf n$ and the unit tensor alone:

$$d_{ijk}=d_{31}n_i\delta_{jk}+\tfrac12d_{15}(\delta_{ij}n_k+\delta_{ik}n_j)+K\,n_in_jn_k,\qquad K=d_{33}-d_{31}-d_{15}.$$

For $\mathbf n$ along $z$, the component $zxx$ is $d_{31}$, $xxz$ is $d_{15}/2$, and $zzz$ is $d_{31}+d_{15}+K=d_{33}$. Any rotation about $\mathbf n$ leaves the expression unchanged, so three independent constants remain.

### Their values from the grains

A 4mm grain satisfies the same mirror and quarter-turn conditions, so this expression also describes one grain with axis $\mathbf n$. Assume that every grain feels the same stress and field. The ceramic tensor is then the average over $\mathbf n$. With $n_3=c$ and all azimuths equally likely, the average of $n_1^2$ at fixed $c$ is $(1-c^2)/2$. Taking the components 333, 311 and twice 113 gives

$$d_{33}^{\rm cer}=(d_{31}+d_{15})\langle c\rangle+K\langle c^3\rangle,$$

$$d_{31}^{\rm cer}=d_{31}\langle c\rangle+\tfrac12K\big(\langle c\rangle-\langle c^3\rangle\big),$$

$$d_{15}^{\rm cer}=d_{15}\langle c\rangle+K\big(\langle c\rangle-\langle c^3\rangle\big).$$

For perfect alignment, $c=1$, the grain values return. For random axes over the whole sphere, $\langle c\rangle=\langle c^3\rangle=0$ and the response vanishes: the unpoled ceramic is not piezoelectric although each grain is.

For the given density,

$$\langle c\rangle=\int_0^1 3c^3\,dc=\tfrac34,\qquad \langle c^3\rangle=\int_0^1 3c^5\,dc=\tfrac12 .$$

With $K=300+100-500=-100$ pC/N,

$$d_{33}^{\rm cer}=400(0.75)-100(0.5)=250\ \text{pC/N},$$

$$d_{31}^{\rm cer}=-100(0.75)-50(0.25)=-87.5\ \text{pC/N},$$

$$d_{15}^{\rm cer}=500(0.75)-100(0.25)=350\ \text{pC/N}.$$

Here $d_{33}-d_{31}=337.5$ pC/N, which differs from $d_{15}$: symmetry about the axis does not tie the shear coefficient to the other two. The model omits the elastic constraint between grains and the motion of domain walls, both of which can change the values in a real ceramic. The form of the matrix does not depend on these details as long as the symmetry is $\infty m$.

### Why handedness matters

If the grains had point group 4, without mirrors, a further coefficient $d_{14}=-d_{25}$ would be allowed. It adds

$$\tfrac12d_{14}(\epsilon_{ijm}n_mn_k+\epsilon_{ikm}n_mn_j)$$

to the tensor. The component 123 is $\tfrac12d_{14}(n_3^2-n_2^2)$, and doubling its average gives

$$d_{14}^{\rm cer}=d_{14}\,\tfrac12\big(3\langle c^2\rangle-1\big).$$

Here $\langle c^2\rangle=3/5$, so grains of one hand with $d_{14}=100$ pC/N give 40 pC/N, and the ceramic has only the group $\infty$. Mirror-image grains contribute $-40$ pC/N. An equal mixture gives zero and restores $\infty m$.

### Reading the numbers

The converse effect is $S_{jk}=d_{ijk}E_i$, and 1 pC/N = 1 pm/V. In the linear regime, a field of 1 kV/mm $=10^6$ V/m along the poling axis gives

$$S_3=250\times10^{-12}\times10^6=2.5\times10^{-4},\qquad S_1=-8.75\times10^{-5}.$$

The ceramic lengthens along the axis and narrows across it. The same field along axis 1 produces no extension along the three axes, but a shear $S_5=2S_{13}=d_{15}E_1=3.5\times10^{-4}$. These are linear estimates. In a soft ceramic a field this large can move domain walls, and across the axis it can begin to turn the polarization; the linear coefficients are then no longer enough.

Under hydrostatic pressure $p$ the stress is $T_{jk}=-p\,\delta_{jk}$, so $P_3=-(d_{33}+2d_{31})p$. The negative $d_{31}$ cancels much of $d_{33}$, leaving $250-175=75$ pC/N. At 10 MPa, $P_3=-7.5\times10^{-4}$ C/m².

For field and extension both along a direction at angle $\theta$ to the axis, contracting the tensor three times with that direction gives

$$d(\theta)=\cos\theta\,\big[d_{33}\cos^2\theta+(d_{31}+d_{15})\sin^2\theta\big].$$

At $45^\circ$ this is $0.7071\times\tfrac12(250+262.5)\approx181$ pC/N. At $90^\circ$ it is zero.

## (c) Silicon in an electric field

The 48 point operations of $m\bar3m$ permute the coordinates $x,y,z$ and change their signs. In the diamond structure, with the origin at an atom, half of them must be joined to a shift by a quarter of the cell's body diagonal. A uniform field is unaffected by shifts, so only the point operation matters. The group $\infty m$ about $\mathbf E$ consists of all operations that leave $\mathbf E$ unchanged. The intersection is therefore the set with $R\mathbf E=\mathbf E$.

- **[001].** $z$ stays fixed, while $x$ and $y$ may be exchanged and may change sign: $2\times4=8$ operations. They are the identity, a half turn, two quarter turns and four mirrors: **4mm**.
- **[110].** $x$ and $y$ may be exchanged but keep their signs, and $z$ may change sign: 4 operations. They are the identity, two mirrors and their product, a half turn about [110]: **mm2**.
- **[111].** No sign may change, but all 6 permutations are allowed. They are the identity, two threefold rotations and three mirrors: **3m**.

The directions equivalent to these number 6, 12 and 8. Each equivalent direction is reached by as many operations as leave the original one fixed, and $8\times6=4\times12=6\times8=48$.

None of the three groups contains inversion, so silicon in a field may be piezoelectric. The mechanism is electrostriction, $S_{ij}=M_{ijkl}E_kE_l$. Add a small field $\mathbf e$ to a constant field $\mathbf E$. The part of the strain linear in $\mathbf e$ is $2M_{ijkl}E_l\,e_k$, so

$$d_{kij}=2M_{ijkl}E_l .$$

This coefficient is proportional to the constant field, reverses with it, and vanishes without it. It is also small. A rough estimate from the photoelastic and elastic constants of silicon puts $M$ at a few times $10^{-22}$ m²/V², so $d$ stays below about 0.1 pC/N even near the breakdown field of some $3\times10^7$ V/m, thousands of times less than in the ceramic. Free carriers screen a static field or carry a current, so in practice a current-free field is found in depleted silicon. Its symmetry within $m\bar3m$ is no higher than the intersection. To see this, sum over $i=j$. In a cubic crystal the result is $2(M_{11}+2M_{12})E_k$, a vector along $\mathbf E$. Unless $M_{11}+2M_{12}=0$, an operation that preserves $d$ must preserve $\mathbf E$.

For [001], the matrix has the ceramic's form with three constants, since the mirrors and quarter turn used in (b) all belong to 4mm. For [110], with $z$ now along the field and $x$, $y$ along the mirror normals $[001]$ and $[1\bar10]$, the two mirrors leave the five components listed in (b). For [111], a numerical solution of the invariance conditions gives four constants. These are the numbers the groups allow. The term $2M_{ijkl}E_l$ is fixed by only three constants, $M_{11}$, $M_{12}$ and $M_{44}$, so to first order in $\mathbf E$ the components for [110] and [111] are not all independent.

The total strain is quadratic in $\mathbf E$, so operations with $R\mathbf E=-\mathbf E$ preserve it too. Within $m\bar3m$ this doubles the groups to $4/mmm$, $mmm$ and $\bar3m$, with 16, 8 and 12 operations. The tempting solution had found the operations of $m\bar3m$ that preserve this strain, not the symmetry of silicon in the field. (Taken alone, the strain for [001] or [111] has two equal principal values, and so the higher symmetry $\infty/mm$.)

**A magnetic field instead.** A magnetic field is an axial vector, and the condition becomes $(\det R)\,R\mathbf B=\mathbf B$. Inversion now preserves the field, whereas a mirror containing the field direction reverses it. The rotations about $\mathbf B$ together with inversion give $4/m$, $2/m$ and $\bar3$ for the same three directions. These groups forbid piezoelectricity. Time reversal also reverses $\mathbf B$, so an operation that reverses it becomes a symmetry when combined with time reversal. The full magnetic groups therefore have 16, 8 and 12 operations, twice the spatial numbers 8, 4 and 6.
